Lowering of metal-liner interface energy by a segregating solute: two derivations

**A nearly empty interface**

Let a metal A contain a very small atomic fraction x of a solute B, and let it meet a liner that dissolves neither. The interface offers n sites per unit area, each holding an A or a B atom. Moving a B atom from the metal to such a site, in exchange for an A atom, lowers the energy by E > 0. Write τ = k_B T and K = exp(E/τ), and for this first estimate let K be much larger than one, so that the solute the same sites would hold in bulk metal is negligible. A site inside the metal holds B with probability x. An interface site is favoured by the Boltzmann factor K, so while few sites are filled it holds B with probability Kx.

The nKx solute atoms per unit area are then far apart and form a two-dimensional ideal gas, whose spreading pressure is τ times its density. This pressure helps to extend the interface, so the work of creating unit area falls by the same amount:

γ − γ0 ≈ −nτKx.

Each adsorbed atom lowers the interface energy by τ, not by E; the energy E enters through the number of atoms adsorbed. The law is linear in x. It must fail when Kx approaches one, because a site cannot hold more than one atom. The logarithm comes from this crowding.

**Conventions**

The algebra is in atomic units, with τ in hartree and lengths in bohr. The formulas hold in any consistent units, and the example uses eV, nm and K. Temperature, pressure and strain are fixed. The metal is an ideal substitutional solution, so that

μ_A = μ_A⁰ + τ ln(1−x),  μ_B = μ_B⁰ + τ ln x.

Here x is the composition of the metal in equilibrium with the interface. The fraction of interface sites holding B is θ. The interface energy γ is the excess free energy per unit area, with the value γ0 at x = 0; it is not the interface stress. The result to be derived is

γ(x) = γ0 − nτ ln[1 + (K−1)x].

**First derivation: Gibbs equation and isotherm**

Place a dividing plane at the interface and assign to each side the properties of its bulk phase. What remains is the excess: a free energy F^s and atom numbers N_i^s, with no excess volume. For area 𝒜,

γ𝒜 = F^s − Σ μ_i N_i^s.

In equilibrium at fixed temperature and area, changing the contents of the interface costs dF^s = Σ μ_i dN_i^s. Differentiating γ𝒜 therefore leaves −Σ N_i^s dμ_i. With Γ_i = N_i^s/𝒜,

dγ = −Γ_A dμ_A − Γ_B dμ_B.

The liner gives no term, because a pure phase at fixed temperature and pressure has a constant chemical potential.

The two remaining potentials are not independent. The Gibbs-Duhem relation in the metal is (1−x)dμ_A + x dμ_B = 0, so dμ_A = −[x/(1−x)]dμ_B, and

dγ = −Γ_rel dμ_B,  Γ_rel = Γ_B − Γ_A x/(1−x).

The relative excess Γ_rel does not depend on the dividing plane. If the plane moves by s so as to assign more volume to the metal, whose atomic density is N, then Γ_B falls by Nsx and Γ_A by Ns(1−x). The change of Γ_rel is −Nsx + Ns(1−x)x/(1−x) = 0.

Now count sites. The n interface sites hold nθ solute atoms, where bulk metal would hold nx. They hold n(1−θ) metal atoms in place of n(1−x). Hence Γ_B = n(θ−x) and Γ_A = −n(θ−x), which give

Γ_rel = n(θ−x)[1 + x/(1−x)] = n(θ−x)/(1−x).

The coverage follows from the free energy per site at given chemical potentials. With the energy measured from that of the same exchange in the bulk, and with the entropy of placing B on a fraction θ of independent sites, it is

φ(θ) = −Eθ + τ[θ ln θ + (1−θ) ln(1−θ)] − θτ ln[x/(1−x)].

The last logarithm is the composition-dependent part of μ_B − μ_A. Setting dφ/dθ = 0,

−E + τ ln[θ/(1−θ)] − τ ln[x/(1−x)] = 0,

which is the Langmuir-McLean isotherm

θ/(1−θ) = Kx/(1−x).

Solving for θ, with D = 1 + (K−1)x,

θ = Kx/(1 − x + Kx) = Kx/D.

The difference needed in the excess is

θ − x = x(K − D)/D = (K−1)x(1−x)/D,

since K − D = (K−1)(1−x). The factor 1−x cancels in Γ_rel = n(K−1)x/D. With dμ_B = τ dx/x, the Gibbs equation becomes

dγ/dx = −nτ(K−1)/[1 + (K−1)x].

The numerator K−1 is the derivative of the denominator. Integrating from 0 to x at constant K gives

γ(x) = γ0 − nτ ln[1 + (K−1)x].

Since 1−θ = (1−x)/D, an equivalent form is

γ − γ0 = nτ ln[(1−θ)/(1−x)].

For x ≪ 1 and K ≫ 1 both reduce to the dilute form: γ − γ0 ≈ −nτ ln(1+Kx) ≈ nτ ln(1−θ).

**Second derivation: counting arrangements**

The same result follows without the Gibbs equation and without assuming an isotherm. Take M interface sites, M_b bulk sites and N_B solute atoms. If j of the solute atoms sit at the interface, the energy is −jE and the number of arrangements is a product of two binomial coefficients C. The partition sum is

Z = Σ_j C(M, j) C(M_b, N_B − j) K^j.

For comparison, take an interface that does not attract the solute, K = 1. Its sites are then equivalent to bulk sites, so the solute causes no excess and the interface energy stays at γ0. Its partition sum is the total number of arrangements, Z0 = C(M + M_b, N_B). The ratio

Z/Z0 = Σ_j P_j K^j

is the average of K^j over random arrangements, where P_j is the probability that such an arrangement puts j solute atoms on the M chosen sites.

Let M_b grow with M and x = N_B/(M + M_b) fixed. Specifying the occupants of M sites changes the composition of the rest by an amount of order M/M_b, which vanishes. Each interface site in a random arrangement is then independently B with probability x, contributing a factor K, or A with probability 1−x, contributing a factor 1. The average of the product is the product of the averages:

Z/Z0 → (1 − x + Kx)^M.

The free energy difference is −τ ln(Z/Z0) = −Mτ ln[1 + (K−1)x].

This difference was taken at fixed N_B, whereas γ refers to fixed chemical potentials. Segregation changes the bulk composition by an amount of order M/M_b. The resulting change of N_A μ_A + N_B μ_B at fixed atom numbers vanishes to first order by the Gibbs-Duhem relation. The second-order part is of order M_b(M/M_b)² = M²/M_b and also vanishes. The free energy difference is therefore (γ − γ0)𝒜, and division by 𝒜 = M/n gives the earlier formula.

The isotherm is now an output. Differentiating ln Z with respect to ln K brings down a factor j, so

θ = (1/M) ∂ln Z/∂ln K = Kx/[1 + (K−1)x].

Since ln K = E/τ, this also gives the sensitivity to the segregation energy at fixed x and τ:

∂γ/∂E = −nθ.

**What each derivation assumes**

Both derivations assume equilibrium between interface and metal, an insoluble solute on the liner side, and a fixed number of sites. To reach the closed formula, both also use an ideal bulk solution and equal, independent interface sites.

They differ in where these assumptions enter. In the first, dγ = −Γ_rel dμ_B is general thermodynamics, and the model enters through the coverage and through μ_B(x). Another isotherm can be inserted, but the coverage must then be known from x = 0 up to the composition of interest. In the second, the model is fixed at the start by the energy −jE. The free energy at one composition then follows without integration over x, and the coverage comes with it. Unequal sites are easily included, because the product simply acquires a different K for each site.

Interactions between adsorbed atoms show the strength of the first route. In mean field, let the energy of placing B on a site be −E + wθ, with w > 0 for repulsion. The energy per site gains wθ²/2, and the stationary condition becomes

−E + wθ + τ ln[θ/(1−θ)] = τ ln[x/(1−x)].

Using this to eliminate the last term of φ,

φ = −Eθ + wθ²/2 + τ[θ ln θ + (1−θ) ln(1−θ)] − θ{−E + wθ + τ ln[θ/(1−θ)]}
  = τ ln(1−θ) − wθ²/2.

A bulk site has E = w = 0 and θ = x, hence φ_bulk = τ ln(1−x). The excess is n(φ − φ_bulk):

γ − γ0 = nτ ln[(1−θ)/(1−x)] − nwθ²/2.

This agrees with the Gibbs equation. Because φ is stationary in θ, dφ = −θ d(μ_B−μ_A), and likewise dφ_bulk = −x d(μ_B−μ_A). With d(μ_B−μ_A) = τ dx/[x(1−x)], the difference is −(θ−x)τ dx/[x(1−x)], which is −Γ_rel dμ_B/n. The coverage is single-valued for w > −4τ, since the left side of the stationary condition then rises steadily with θ.

**Two limits**

For Kx ≪ 1 and K ≫ 1, ln(1+Kx) ≈ Kx restores the gas law of the opening. For Kx ≫ 1 with x still small, ln(1+Kx) ≈ ln K + ln x, and

γ − γ0 ≈ −n[E − τ ln(1/x)].

Nearly every site is now filled. Each gains E but pays τ ln(1/x) for removing an atom from a dilute solution. In this limit γ falls by nτ ln 10 per decade of x. It keeps falling although the coverage has saturated, because μ_B keeps rising while the excess stays near n. The lowering is thus logarithmic in x itself in this second regime, but not at every dilute composition.

**A copper alloy film on a liner**

Take a rough lattice parameter for copper, a = 0.36 nm, and one (111) layer of sites:

n = 4/(√3 a²) = 17.82 nm⁻².

The chosen values are E = 0.35 eV, x = 0.005, γ0 = 8 eV/nm² and an anneal at 670 K, where τ = 0.05774 eV. Then

K = exp(0.35/0.05774) = 429,  Kx = 2.15,  D = 3.141,
θ = 2.146/3.141 = 0.683,
γ − γ0 = −17.82 × 0.05774 × ln 3.141 = −1.18 eV/nm².

This is −0.0118 eV/Å², or −0.19 J/m², a reduction of 14.7 % relative to the chosen γ0. The dilute form −nτ ln(1+Kx) overstates the lowering by 0.14 %.

The two routes can be compared numerically. Summing over all arrangements for 40 interface sites and 20 million bulk sites gives a coverage of 0.6832 and a change of −1.1775 eV/nm². Integrating the Gibbs equation numerically gives −1.1776 eV/nm². The derivative of the counted free energy with respect to μ_B gives a relative excess of 12.147 nm⁻², equal to the site-counting value to the digits shown.

With E and T held fixed, the dependence on x is as follows:

x = 10⁻⁵: θ = 0.004, change −0.0044 eV/nm²
x = 10⁻⁴: θ = 0.041, change −0.043 eV/nm²
x = 10⁻³: θ = 0.30, change −0.37 eV/nm²
x = 10⁻²: θ = 0.81, change −1.71 eV/nm²

The linear law is good at the first composition, but at the last it predicts −4.42 eV/nm². At x = 0.005 the local slope is −1.61 eV/nm² per decade, against the limit of −2.37. The ratio is Γ_rel/n = 0.68, so the example lies in the crossover and not yet in the purely logarithmic regime.

**What the model leaves out**

A thin film has a limited supply of solute. If 0.005 is the total composition of a film of thickness d, conservation of solute requires

x_total = x + [n/(Nd)](θ − x).

For d = 40 nm and N = 4/a³ = 85.7 nm⁻³, the metal is depleted to x = 0.0024. The coverage falls to 0.51 and the change of γ to −0.72 eV/nm², a lowering 39 % smaller than with x held at 0.005.

The other estimates keep x = 0.005 and T = 670 K, and alter one assumption at a time:

- Lateral interaction, in mean field: w = +0.1 eV gives −0.88 eV/nm², and w = −0.1 eV gives −1.76 eV/nm². Beyond mean field, a triangular lattice gas with pair energy w/6 gives −0.89 and −1.76.
- Segregation entropy: one k_B per atom multiplies or divides K by e, giving −1.98 or −0.60 eV/nm².
- Unequal sites: a Gaussian spread of E with standard deviation 0.10 eV gives −1.46 eV/nm². The lowering grows because its slope nθ rises with E, so the sites that bind more strongly gain more than the weaker ones lose.
- Bulk nonideality: a mixing energy 0.2x(1−x) eV per atom, with E defined at infinite dilution, gives −1.15 eV/nm² if the interface layer itself stays ideal. This small shift is not the whole effect. If the mixing energy comes from nearest-neighbour bonds that also act among the adsorbed atoms, the six in-plane bonds of a (111) site give w ≈ −0.2 eV, and a mean-field stack of (111) layers then gives about −2.6 eV/nm².

The inputs of the example are rough or chosen values and not data for a particular solute and liner. A film this thin breaks the assumption of an unlimited reservoir, which in this example moves the result from −1.18 to −0.72 eV/nm². Grain boundaries and other interfaces that attract the solute would deplete the metal further. Equilibrium is also uncertain. With a rough lattice diffusivity of 1 cm²/s × exp(−2 eV/τ), the diffusion length √(𝒟t), where 𝒟 is the diffusivity, is 18 nm after one hour at 670 K. The time d²/𝒟 for the film is 4.9 h, and the slowest diffusion mode of a film with one absorbing face decays in 4d²/(π²𝒟) = 2.0 h. Starting from a uniform film, with the isotherm holding at the interface, lattice diffusion alone brings the coverage to about 0.38 in one hour, short of the equilibrium 0.51. A solute that reacts with oxygen or with the liner lies outside the model.

At 373 K the formula would give −3.2 eV/nm² for the same x. With the same diffusivity law, however, the diffusion length over ten years is about 0.005 nm, far below an atomic spacing. If lattice diffusion is the only path, the interface keeps the coverage left by the anneal and its cooling, and the equilibrium value at 373 K does not apply. The remaining values are in the numerical output.

Nor does a lower γ by itself establish stronger adhesion. The work of separation is the energy of the two surfaces created minus γ, and solute left on those surfaces can lower their energy too.

Table of computed values

```
lattice parameter (rough): 0.36 nm
interface site density n: 17.82 1/nm^2
atoms per volume N: 85.73 1/nm^3
segregation energy E (chosen): 0.35 eV
solute fraction x (chosen): 0.0050
anneal temperature: 670 K
kT at anneal: 0.05774 eV
enrichment factor K: 429.3
K x: 2.146
log argument 1+(K-1)x: 3.1413
coverage theta: 0.6833
coverage by counting: 0.6832
relative excess: 12.147 1/nm^2
relative excess by counting: 12.147 1/nm^2
clean interface energy (chosen): 8.00 eV/nm^2
change of interface energy: -1.1776 eV/nm^2
  same by counting: -1.1775 eV/nm^2
  same by quadrature: -1.1776 eV/nm^2
  same, converted: -0.01178 eV/angstrom^2
  same, converted: -0.1887 J/m^2
interface energy with solute: 6.822 eV/nm^2
change relative to clean value: -14.7 %
dilute form -n kT ln(1+Kx): -1.1793 eV/nm^2
error of dilute form: 0.14 %
local change per decade of x: -1.615 eV/nm^2
limit per decade: -2.369 eV/nm^2
x=1e-05: theta 0.0043, change -0.0044, linear law -0.0044 eV/nm^2
x=1e-04: theta 0.0412, change -0.0431, linear law -0.0442 eV/nm^2
x=1e-03: theta 0.3005, change -0.3667, linear law -0.4416 eV/nm^2
x=1e-02: theta 0.8126, change -1.7124, linear law -4.4163 eV/nm^2
film thickness (chosen): 40 nm
depleted film, x left in metal: 0.00238
depleted film, coverage: 0.5062
depleted film, change: -0.7235 eV/nm^2
100 nm^2 patch, coverage by counting: 0.5063
100 nm^2 patch, by mass balance: 0.5062
lateral w=-0.1 eV: theta 0.9129, change -1.7637 eV/nm^2
lateral w=+0.1 eV: theta 0.4830, change -0.8815 eV/nm^2
site-energy spread 0.10 eV: change -1.4572 eV/nm^2
segregation entropy -1 k_B: change -0.5959 eV/nm^2
segregation entropy +1 k_B: change -1.9766 eV/nm^2
bulk omega=0.2 eV: change -1.1535 eV/nm^2
diffusion prefactor (rough): 1.0 cm^2/s
diffusion activation energy (rough): 2.0 eV
sqrt(D t), 1 h at anneal: 18.0 nm
time d^2/D at anneal: 4.9 h
temperature of use: 373 K
sqrt(D t), 10 years in use: 5.5e-03 nm
unreached equilibrium change in use: -3.204 eV/nm^2
```
